# What zero failures among n tested memory cells really show

**The argument under review**

The argument concerns a charge-trap memory, in which each cell stores its bit as charge held in a silicon nitride layer. Ten thousand programmed cells were baked for 24 h at 150 °C. A cell counts as failed if its threshold voltage has dropped by more than a set limit. None failed. The argument continues: "The measured failure fraction is $0/10\,000=0$. The failure probability is therefore zero, and an array of a million such cells will have no retention failures."

The first sentence is correct arithmetic. The second does not follow from it, and the third rests on the second. The measured fraction is a property of the cells that were tested; the failure probability belongs to the population they came from. The question the data can answer is how large that probability could be without making the clean result surprising.

**What a clean result rules out**

Let $n$ be the number of tested cells and $p$ the probability that a cell fails under the bake. I assume at first that $p$ is the same for all cells, that cells fail independently, and that every failure is detected. One cell survives with probability $1-p$. Independence lets us multiply the survival probabilities, so

$$P_0(p)=(1-p)^n$$

is the probability of seeing no failure at all. It is positive for every $p<1$. A clean result is thus possible for any such $p$, though not equally likely. In a simulation with $n=30$ and $p=0.1$, repeated 200 000 times, a fraction 0.0420 of the tests was clean; the formula gives 0.0424.

For $n=10\,000$ the formula gives:

- $p=10^{-5}$: $P_0=0.905$
- $p=10^{-4}$: $P_0=0.368$
- $p=3\times10^{-4}$: $P_0=0.0498$
- $p=10^{-3}$: $P_0=4.5\times10^{-5}$

A population in which one cell in ten thousand fails passes this test more than a third of the time. The result speaks strongly against $p=10^{-3}$ and hardly at all against $p=10^{-5}$.

**The upper bound**

To turn this into a bound, we must choose how improbable a clean result may be before we reject a value of $p$. The 95 percent convention rejects $p$ if $P_0(p)<0.05$. Since $P_0$ falls steadily as $p$ grows, the values that remain run from zero up to a largest value $p_U$, fixed by

$$(1-p_U)^n=0.05 .$$

Taking the $n$th root and solving for $p_U$ gives

$$p_U=1-0.05^{1/n}.$$

Now write $0.05=e^{-L}$ with $L=\ln 20=2.9957$. Then $0.05^{1/n}=e^{-L/n}$, and

$$p_U=1-e^{-L/n}.$$

For a simpler form, compare $1-e^{-x}$ with $x$. The function $g(x)=x-1+e^{-x}$ has $g(0)=0$ and slope $g'(x)=1-e^{-x}$, which is positive for $x>0$. Hence $g(x)>0$, which means $1-e^{-x}<x$. With $x=L/n$, and because $L<3$,

$$p_U<\frac{L}{n}<\frac{3}{n}.$$

This is the rule of three. Both replacements raise the bound, so the rule errs on the cautious side. The size of the error follows from $e^{-x}=1-x+x^2/2-\dots$:

$$p_U=\frac{L}{n}-\frac{L^2}{2n^2}+\dots$$

The second term is smaller than the first by the factor $L/(2n)$, so the approximation needs $n\gg L/2$. Relative to the exact bound, $3/n$ is too high by 16 percent at $n=10$, 5.2 percent at $n=30$ and 1.65 percent at $n=100$. For $n\le3$ it is at least 1 and says nothing.

For the test under review,

$$p_U=2.995\times10^{-4},\qquad \frac{3}{n}=\frac{3}{10\,000}=3.0\times10^{-4}=300\ \text{ppm}.$$

An array of $2^{20}=1\,048\,576$ cells with $p=p_U$ would have on average $1\,048\,576\times2.995\times10^{-4}\approx314$ failing cells. This is not a forecast, since the true number may be far smaller. It shows that the data do not support the promise of an array without failures.

**What the 95 percent refers to**

The bound should not be restated as "there is a 95 percent probability that $p$ is below $3/n$". The 95 percent describes the rule, applied over many tests. Suppose we claim $p\le p_U$ whenever a test is clean. If the true $p$ is at most $p_U$, the claim is true. If $p>p_U$, the claim is false, but we make it only when the test happens to be clean, which has probability $P_0(p)<0.05$. Whatever $p$ is, a test leads to a false claim with probability below 0.05.

The probability that a claim is false, given that it was made, is another quantity. It depends on what is being produced. Suppose 90 percent of lots have $p=4\times10^{-4}$, above the bound, and 10 percent have $p=10^{-5}$. The two kinds pass with probabilities 0.0183 and 0.9048. Among the lots that pass, the share lying above the bound is

$$\frac{0.9\times0.0183}{0.9\times0.0183+0.1\times0.9048}=\frac{0.0165}{0.0165+0.0905}=0.154 .$$

A simulation of such lots gave 15.3 percent. The rule has kept its promise, since false claims arise in only 1.65 percent of all tests. Yet 15 percent of the claims made are false, because good lots are rare in this mix.

**If a cell does fail**

The rule must also say what to report after $k$ failures, or it could be abandoned whenever the result is unwelcome. The same reasoning defines the bound $U(k)$ as the $p$ at which $k$ or fewer failures have probability 0.05; for $k=n$ we set $U=1$. For one failure, either no cell fails or one of the $n$ cells does:

$$(1-p)^n+np(1-p)^{n-1}=0.05 .$$

For large $n$ and small $p$, with $x=np$, both powers tend to $e^{-x}$, and the condition becomes $(1+x)e^{-x}=0.05$. For $n=10\,000$ the full equation gives $np=4.74$, so a single failure raises the bound from 300 to 474 ppm.

This full rule also errs in at most 5 percent of tests. It misses the true $p$ when $U(k)<p$, that is, when $k$ or fewer failures have probability below 0.05 at the true $p$. Let $k^*$ be the largest count for which this holds. A miss then requires $k^*$ or fewer failures, and by the definition of $k^*$ that has probability below 0.05. If there is no such count, the rule does not miss.

The bound above is one-sided. A two-sided 95 percent interval leaves 2.5 percent for each end, so its upper end after a clean test obeys $(1-p)^n=0.025$. This replaces $\ln20$ by $\ln40=3.689$ and gives 369 ppm here. A report should say which convention it uses.

**How many cells would be needed**

To show that $p$ is below a target $p^*$ with no failure allowed, we need $(1-p^*)^n\le0.05$. Take logarithms and divide by $\ln(1-p^*)$, which is negative and so reverses the inequality:

$$n\ge\frac{\ln0.05}{\ln(1-p^*)}\approx\frac{3}{p^*}.$$

The last form uses $\ln(1-p^*)\approx-p^*$ for small $p^*$. A target of 1 ppm needs 2 995 731 cells, about 300 times the number tested. Even a population that just meets the target would pass such a test only 5 percent of the time, so $p$ must be well below the target for a pass to be likely.

**Cells that do not fail independently**

Cells on one word line share a gate line and neighbouring process conditions, so independence is the assumption I trust least. Let the tested cells form 100 lines of $m=100$ cells. Give each line its own failure probability $y$, drawn from a beta distribution with density proportional to $y^{a-1}(1-y)^{b-1}$, and write $s=a+b$. Its mean is $a/s$, which we set equal to $p$, so $a=ps$ and $b=(1-p)s$. Its mean square is

$$\langle y^2\rangle=\frac{a(a+1)}{s(s+1)}=\frac{p(ps+1)}{s+1}.$$

Two cells of one line both fail with probability $\langle y^2\rangle$, and each fails with probability $p$, so their covariance is $\langle y^2\rangle-p^2=p(1-p)/(s+1)$. Dividing by $p(1-p)$, the variance of a single cell's outcome, gives the correlation between two cells of a line, $\rho=1/(s+1)$. I choose $\rho=0.1$ for illustration, which means $s=9$.

A line is clean with probability $\langle(1-y)^m\rangle$. This is a ratio of beta integrals, and repeated use of $\Gamma(z+1)=z\Gamma(z)$ turns it into

$$q(p)=\prod_{j=0}^{m-1}\frac{b+j}{s+j}=\prod_{j=0}^{m-1}\left(1-\frac{ps}{s+j}\right).$$

The bound now follows from $q(p)^{100}=0.05$ and is $1.31\times10^{-3}$, higher than before by a factor 4.4. For small $p$, $\ln q\approx-p\sum_j s/(s+j)$, whereas independent cells would give $-pm$. Each term of the sum is at most 1, so a line counts as fewer than $m$ cells; here it counts as about $100/4.36\approx23$. The value of $\rho$ alone does not fix this number; the shape of the distribution of $y$ matters too. If a few lines have $y\approx0.1$ and all others $y=0$, then $\rho$ is again 0.1, but the bound is about 3000 ppm. If instead a rare line fails as a whole and all others have a small common $y$, the same $\rho$ gives about 330 ppm.

In the extreme case, whole lines fail together. The test then contains 100 independent trials instead of 10 000, and the bound is $1-0.05^{1/100}=2.95\times10^{-2}$, about 99 times the original one.

**Missed failures and the finite array**

If the tester detects a failed cell with known probability $d$, independently for each cell, a failure is recorded with probability $dp$. The clean record then bounds $dp$, not $p$, and the bound becomes $p_U/d$. For $d=0.9$ this is $3.33\times10^{-4}$, an increase of 11 percent.

One may instead ask about one particular array of $N=2^{20}$ cells, from which the $n$ cells were drawn at random. If $D$ of its cells are bad, all of them must lie among the $N-n$ untested positions. Placing them one after another gives

$$P_0=\prod_{i=0}^{D-1}\frac{N-n-i}{N-i}.$$

The largest $D$ with $P_0\ge0.05$ is 312, a fraction $2.98\times10^{-4}$. This differs from $p_U$ by less than 1 percent, because only about 1 percent of the array was tested.

**From the bake to real use**

The bound holds for 24 h at 150 °C. A customer may want ten years at 55 °C. Going from one to the other takes physics that the clean result does not test. Assume a constant failure rate $r$ per cell and an Arrhenius law with activation energy $E_a$. With temperatures in kelvin, the bake speeds up failure by

$$A=\exp\left[\frac{E_a}{k_B}\left(\frac{1}{T_{\rm use}}-\frac{1}{T_{\rm bake}}\right)\right].$$

A clean bake of duration $t_b$ has probability $e^{-nrt_b}$. Setting this to $e^{-L}$ gives the largest accepted rate, $r_U=L/(nt_b)$. In use the rate is $r_U/A$, so after a time $t$ the bound is

$$p_{\rm use}=1-\exp\left(-\frac{L}{n}\,\frac{t}{At_b}\right).$$

The bake is worth a time $At_b$ of use. For $E_a=1.1$ eV, $A\approx6200$ and the bake equals 17 years, so the ten-year bound is $1.8\times10^{-4}$. For $E_a=0.9$ eV, $A\approx1270$ and it equals 3.5 years; the bound rises to $8.6\times10^{-4}$. A change of 0.2 eV moves the bound by a factor of about 5.

A single activation energy over the whole temperature range is an assumption too. Charge that leaks by tunnelling is sped up much less by heat, and the bake then covers less use than $At_b$.

The constant rate is a further assumption, and a doubtful one for retention. Stored charge leaks away gradually, so cells may cross the limit mostly late, at a rising rate. When the bake covers less time than the use, a rising rate makes the bound higher than the constant-rate one; when it covers more, the bound is lower. A falling rate reverses both statements. It can come from cells that fail early, or from a loss that grows as the logarithm of time with a wide spread between cells. With an exponent growing as $t^{1/2}$, the bound for 1.1 eV rises from $1.8\times10^{-4}$ to $2.3\times10^{-4}$. If the exponent $rt$ is replaced by one that grows as $t^2$, the ten-year bound for 0.9 eV becomes $2.5\times10^{-3}$ instead of $8.6\times10^{-4}$.

Set beside real nitride charge-trap memories, the bake conditions and an activation energy near 1 eV are of a reasonable size, but they are rough values and not data for a product. An array of $2^{20}$ cells is small by present standards. Real cells on one line or one wafer also share variations, which breaks the assumption of independence; in the illustrative beta model with correlation 0.1 within each line, the bound moves from 300 to about 1300 ppm, and other distributions with the same correlation give values from about 330 to about 3000 ppm. Cells from a single wafer give no useful bound for wafers that were not sampled, unless the variation between wafers is known.

I therefore ask that the claim be replaced by this one: "No failures were seen among 10 000 cells after 24 h at 150 °C. If cells fail independently with equal probability and all failures are detected, the one-sided 95 percent upper bound on that probability is 300 ppm." The main computed values in this comment are listed in the numerical output.

## Numbers as computed

```
L = ln 20: 2.9957; ln 40: 3.6889
simulated test, n = 30, p = 0.1: 200000 repeats
  pass share simulated 0.0420, formula 0.0424
n = 10: exact bound 0.25887, 3/n 0.30000, 3/n too high by 15.89 %
n = 30: exact bound 0.09503, 3/n 0.10000, 3/n too high by 5.23 %
n = 100: exact bound 0.02951, 3/n 0.03000, 3/n too high by 1.65 %
n = 1000: exact bound 0.00299, 3/n 0.00300, 3/n too high by 0.29 %
smallest coverage of full rule, n = 30: 0.9500
uniform-prior 95 % limit, n = 30: 0.09211
EXAMPLE: tested cells n = 10000, failures 0
  pass probability if p = 1e-05: 0.905
  pass probability if p = 1e-04: 0.368
  pass probability if p = 3e-04: 0.0498
  pass probability if p = 1e-03: 4.52e-05
exact upper bound: 2.9953e-04 = 299.5 ppm
rule of three 3/n: 3.0000e-04 = 300.0 ppm
3/n too high by 0.157 %
bound after one failure: 4.7430e-04, times n: 4.743
two-sided upper end, zero failures: 3.6882e-04
array cells: 1048576
mean failing cells in array at exact bound: 314.1
cells needed to show 1 ppm: 2995731
LOT MIX: 90 % of lots p = 4e-04, rest p = 1e-05
  pass probability: poor 0.0183, good 0.9048
  passing lots above bound: formula 15.4 %, simulated 15.3 %
CORRELATION: 100 lines of 100 cells, coefficient 0.1
  bound 1.307e-03, factor 4.36
  whole lines fail: bound 2.951e-02, factor 98.5
DETECTION 0.9: bound 3.328e-04, factor 1.111
FINITE ARRAY: at most 312 bad cells, fraction 2.9755e-04
BAKE: 24 h at 150 C; use: 10 years at 55 C
  activation energy 1.1 eV: acceleration 6206, bake equals 16.99 years
    bound for use 1.763e-04, factor 0.59
  activation energy 0.9 eV: acceleration 1268, bake equals 3.47 years
    bound for use 8.624e-04, factor 2.88
```
